Tuning exact exchange to a defect's vertical electron-removal energy

**One electron in a frozen orbital**

Put a fraction f of one electron into a defect orbital whose shape is held fixed. Let h₀ be its kinetic energy plus its energy in the defect potential. Its charge repels itself electrostatically with energy ½f²J_W, where J_W includes the screening by the host. This self-repulsion is spurious in part, and a fraction a of exact exchange subtracts ½af²J, where J is the unscreened self-repulsion. With no other exchange term,

E(f) = h₀f + ½(J_W − aJ)f².

The eigenvalue is the derivative of the energy with respect to occupation:

e(f) = dE/df = h₀ + (J_W − aJ)f.

Filling the orbital with a whole electron changes the energy by E(1) − E(0) = h₀ + ½(J_W − aJ). The occupied eigenvalue therefore misses this difference by

P = e(1) − [E(1) − E(0)] = ½(J_W − aJ).

The mismatch vanishes at a = J_W/J. If the host screens uniformly with dielectric constant ε, then J_W = J/ε and a = 1/ε. At a = J_W/J, whether or not the screening is uniform, e(f) is also independent of f.

A global hybrid fills the remaining fraction 1 − a with semilocal exchange. In the local spin-density approximation (LSDA) the exchange energy of a spin channel is proportional to ∫n^(4/3) d³r, so a frozen orbital that is alone in its spin channel contributes (1 − a)X f^(4/3), with X < 0. Its derivative at f = 1 is (4/3)(1 − a)X, its energy difference is (1 − a)X, and so

P = ½(J_W − aJ) + (1 − a)X/3.

Unless J_W = J, the root moves away from J_W/J. For a ≠ 1 the eigenvalue contains a term in f^(1/3), which the linear term cannot cancel at every f. Zero mismatch and a constant eigenvalue are then different conditions.

**The general statement**

Hold the ions fixed. Let E_a(N) be the self-consistent energy of a hybrid functional with exchange fraction a, and e_a(N) the highest occupied defect eigenvalue of the N-electron state. The generalized Koopmans condition is

P(a) = e_a(N) − [E_a(N) − E_a(N−1)] = 0.

Rearranged, it reads −e_a(N) = E_a(N−1) − E_a(N). The right side is the vertical removal energy. Only the ions are held fixed; the remaining electrons are relaxed in E_a(N−1). The equality relates two quantities of one functional and does not make either equal to experiment.

To see what the condition constrains, write the energy as a functional of the one-particle density matrix γ = Σ_j f_j|φ_j⟩⟨φ_j|, and define the operator h by δE = Tr(h δγ). Self-consistency means hφ_j = e_jφ_j. Changing the defect occupation f changes γ directly and through the orbitals. With φ_j′ = dφ_j/df,

dE/df = ⟨φ|h|φ⟩ + Σ_j f_j(⟨φ_j|h|φ_j′⟩ + ⟨φ_j′|h|φ_j⟩)
= e(f) + Σ_j f_j e_j d⟨φ_j|φ_j⟩/df
= e(f).

The sum vanishes because the orbitals stay normalized. This requires a continuous branch of self-consistent solutions between the two charge states, differentiable for 0 < f < 1. Integrating from f = 0, the (N−1)-electron state, to f = 1, and then integrating by parts,

P = e(1) − ∫₀¹ e(f) df = ∫₀¹ f e′(f) df.

The boundary term f e(f) vanishes at f = 0 because e stays finite. Tuning a sets this one weighted average of e′ to zero. It does not set e′ itself to zero.

If e(f) is linear, then P = ½[e(1) − e(0)], and equating the filled and empty eigenvalues is an equivalent criterion. Otherwise the two criteria generally differ.

**Relaxation and the size of the fraction**

Now let the defect hold two electrons, one s orbital per spin, and remove the spin-down one. With both orbitals frozen, the energy that depends on f is

h₁f + ½(J_W − aJ)f² + (1 − a)X f^(4/3).

Here h₁ includes the repulsion from the spin-up electron, which is linear in f. It cancels in P, as h₀ did. The remaining electron then relaxes and lowers the energy of the ion by L ≥ 0, so that E(N−1) = E_frozen(N−1) − L. Since E(N−1) enters P with a plus sign,

P = ½(J_W − aJ) − (1 − a)|X|/3 − L.

Collecting the terms in a and setting P = 0 gives

a* = (J_W/2 − |X|/3 − L) / (J/2 − |X|/3).

This is an implicit equation, because the integrals depend on the self-consistent orbitals and hence on a.

Two limits help to read it. With a = 1 and no host polarization, J_W = J and P = −L: the frozen-orbital removal energy is −e, which is Koopmans' theorem, and relaxation spoils the equality.

The second limit is a spreading orbital of size ℓ. J and J_W fall as 1/ℓ, and so does X, because ∫n^(4/3) d³r scales as ℓ³·ℓ⁻⁴. The frozen part of P then tends to zero for every a, and so does its slope in a. Their ratio, which fixes the root, need not change, but a fixed error in P shifts the root by an amount that grows in proportion to ℓ. In practice a delocalized state therefore does not determine a, and the orbital that loses the electron must be localized.

**The slope and the algorithm**

Let D be the exact exchange energy minus the LSDA exchange energy. The functional depends on a explicitly through aD, and the orbital response again drops out by normalization, so dE/da = D. Exchanging the order of differentiation,

de/da = d/df(dE/da) = dD/df.

The slope of the mismatch is therefore

P′(a) = dD/df at f = 1, minus [D(1) − D(0)].

With frozen orbitals it reduces to −(J/2 − |X|/3). The calculation proceeds as follows.

1. Choose one ionic geometry and keep it for both charge states.
2. Compute E_a(N), e_a(N) and E_a(N−1) at two fractions, with any finite-cell correction included, and form P.
3. Check that P changes sign. For continuous P this guarantees a root; if P is also monotonic, the root is unique.
4. Iterate with the secant formula a₂ = a₁ − P₁(a₁ − a₀)/(P₁ − P₀).
5. At the final a, compare −e with the removal energy.

For the iteration error, let δ_k = a_k − a* and expand P = P′δ + ½P″δ². The secant formula is equivalent to δ₂ = (δ₀P₁ − δ₁P₀)/(P₁ − P₀). In the numerator the linear terms cancel, which leaves ½P″δ₀δ₁(δ₁ − δ₀). The denominator is P′(δ₁ − δ₀) to leading order. Hence

δ₂ ≈ [P″/(2P′)] δ₀δ₁.

**A vacancy in a polarizable host**

The example is a neutral anion vacancy with two electrons, modelled as a spherical cavity of radius R = 0.21 nm. Energies are measured from the conduction-band edge. The potential is −14.0 eV inside and −2k/(εr) outside, where k is the squared elementary charge divided by 4πε₀ and ε = 3.0 is the host's electronic dielectric constant. The functional mixes exact and LSDA exchange and omits correlation.

Host polarization enters through the electrostatic kernel. Outside a spherical shell of unit charge the field, as force per unit charge, is k/r² within the cavity and k/(εr²) in the host; inside the shell it is zero. Integrating inwards from infinity, with r_> the larger of the two radii,

W = k/(εr_>) for r_> ≥ R,
W = k/r_> − (1 − 1/ε)k/R for r_> < R.

J_W is computed with W, and J with k/r_>. The electronic response of the host is thus contained in J_W; L counts only the relaxation of the remaining defect electron.

At a = 0 the eigenvalue is −6.204 eV and E(N) − E(N−1) is −6.729 eV, so P = +0.525 eV. At a = 1 they are −9.547 and −7.212 eV, so P = −2.335 eV. The first secant step gives

a₂ = 0.5251/(0.5251 + 2.3345) = 0.1836.

The next iterates are 0.18610 and 0.18613. P also decreases at each of the five fractions sampled between 0 and 1, which supports a single root there.

The iterates follow the error formula. The starting errors are −0.186 and +0.814, and the first secant error is −0.00250, so P″/(2P′) is about 0.0165. The predicted next error is 0.0165 × 0.814 × (−0.00250) = −3.4×10⁻⁵, as found.

At a* = 0.186 the eigenvalue is −6.818 eV and the removal energy is 6.818 eV. The integrals there are J_W = 3.688, J = 7.999, X = −3.452 and L = 0.163 eV, and the balance is

½(3.688 − 0.1861 × 7.999) − 0.8139 × 3.452/3 − 0.163
= 1.100 − 0.937 − 0.163 ≈ 0,

within rounding. The ratio J_W/J is 0.461 and 1/ε is 0.333. They differ because the inside of the cavity is not screened like the host. Neither equals a*, which also depends on local exchange and relaxation.

The eigenvalue is not constant at the tuned fraction. It is −4.98 eV at f = 0, −6.98 eV at f = 0.5 and −6.82 eV at f = 1, while its integral over f is −6.818 eV. The frozen-orbital expression, with the integrals taken at f = 1, gives this shape qualitatively:

e(f) − e(0) ≈ 2.20f − 3.75f^(1/3) eV.

The coefficients are J_W − aJ and (4/3)(1 − a)|X|. The slope of the cube-root term dominates at small f and that of the linear term later, so this expression has its minimum near f = 0.43. It gives −1.88 eV at f = 0.5 and −1.55 eV at f = 1, against the computed −2.00 and −1.84 eV, because it leaves out the change of the orbitals with f. The filled and empty eigenvalues differ by 1.84 eV although P = 0.

The fraction also belongs to one charge transition. Removing the last electron from the singly charged centre requires a = 0.298. If the neutral centre's 0.186 is kept, the eigenvalue there is −10.48 eV, the removal energy is 10.83 eV, and P = +0.35 eV. No electron remains to relax, so L = 0. Setting L = 0 in the neutral centre's formula would give only 0.243; the rest of the change comes from the different orbital integrals.

**Error analysis**

Suppose the computed mismatch contains an error η. Its root satisfies P′δa + η = 0, so

δa = −η/P′.

Here P′ = −2.83 eV, both from D and from a finite difference in a. An error of 0.1 eV in P therefore shifts a by 0.035. The effect on the two energies is unequal. Between a = 0 and a = 0.25 the eigenvalue changes by −3.30 eV per unit a, but the total-energy difference by only −0.48 eV per unit a. A shift of 0.035 moves the eigenvalue by about 0.12 eV and the removal energy by about 0.02 eV. In this model, whose band edge is fixed, the total-energy difference is thus less sensitive to an error in a. In a real host the band edge generally moves with a, and a removal energy measured from that edge then changes as well. An error already present in the total energies, however, enters it directly.

Doubling the radial grid leaves a* at 0.1861. This and the secant residual of 4×10⁻⁹ eV measure numerical convergence, not the accuracy of the model.

A periodic supercell introduces a much larger error. A removed electron leaves charge +1 in every cell, compensated by a uniform background. To leading order in a cubic cell of side ℓ_c, this lowers E(N−1) by

ΔE = 2.837k/(2εℓ_c).

The electronic ε is the right one here because the ions do not move. For ℓ_c = 1.26 nm, ΔE = 0.540 eV. At partial occupation the cell has charge 1 − f and the leading energy error is −(1 − f)²ΔE. Its derivative vanishes at f = 1, so this term gives the eigenvalue of the neutral state no error of this order. This assumes that the G = 0 divergence of exact exchange has been treated; if that term is simply dropped, the eigenvalue is raised by 2.837ak/ℓ_c and P by half of that, 0.30 eV at a = 0.186. The uncorrected mismatch is therefore P − ΔE, which gives η = −0.540 eV and

δa = 0.540/(−2.83) = −0.191.

The uncorrected root would lie at about −0.005. There the eigenvalue, about −6.2 eV, agrees with a removal energy that is itself too small by 0.54 eV. Satisfying the condition does not reveal this error. The correction must be applied before tuning.

**The model beside magnesium oxide**

The radius, ε and a static dielectric constant of 10 are rough values for an oxygen vacancy in MgO; the well depth is a round choice. The band gap of MgO is roughly 8 eV, so a removal energy of 6.8 eV puts the neutral level only about 1 eV above the valence band. The centre's optical absorption near 5 eV does not test this value directly: absorption can lead to a bound excited state, whereas removal takes the electron to the conduction-band edge. The removal energy of 10.83 eV found above for the charged centre exceeds the gap and would fall among valence states, which the model lacks. It illustrates the dependence on charge state, not a level in MgO.

Two simplifications of the model were tested for their effect on the level. The one with the larger effect is the use of the free-electron mass outside the cavity. With a mass ratio of 0.4 there, the removal energy falls to 5.0 eV while the tuned fraction changes by less than 0.01 and stays near 0.19. Correlation acts the other way. To first order, LSDA correlation raises the removal energy by 1.34 eV at fixed a and shifts the tuned fraction by +0.12. The value 0.186 is therefore not a recommended fraction for MgO.

Three further effects are not included in P but matter when the level is used:

- After removal the ions relax. A dielectric estimate that places all the removed charge inside the cavity, ½(1/ε − 1/ε_static)k/R, gives 0.80 eV for the difference between the vertical removal energy and the thermal one. Charge that extends into the host makes the difference somewhat smaller.
- Classical ionic motion at 300 K broadens the vertical energy into a distribution with standard deviation √(2 × 0.80 eV × k_BT) = 0.20 eV. Since k_BT = 26 meV lies below the optical phonon energies of MgO, this classical value is an underestimate: a single quantum mode of 50 to 90 meV, with variance 0.80 eV × ħω coth(ħω/2k_BT), gives 0.23 to 0.28 eV.
- In a field F of 1 MV/cm, with q the elementary charge, the potential energy −k/(εr) − qFr of the departing electron has its maximum at −2√(kqF/ε). With the electronic ε this lowers the emission barrier by 0.44 eV. If the ions have time to follow the electron, the static constant applies and the lowering is 0.24 eV.

If the chosen geometry is the relaxed one of the N-electron state, the thermal removal energy is the tuned vertical one minus the ionic relaxation energy. A process model that needs thermal charge-transition levels should use this difference. The numerical output lists the remaining sampled values.

Calculated quantities

```
cavity radius: 0.21 nm; well depth: 14.0 eV
dielectric constants: electronic 3.0, static 10.0
a, eigenvalue (eV), E(N)-E(N-1) (eV), P (eV):
  0.00  -6.2037  -6.7288  +0.5251
  0.25  -7.0295  -6.8486  -0.1809
  0.50  -7.8619  -6.9691  -0.8928
  0.75  -8.7010  -7.0904  -1.6106
  1.00  -9.5469  -7.2124  -2.3345
secant iterates a, P (eV):
  0.1836327  +7.08e-03
  0.1860993  +9.51e-05
  0.1861330  -3.91e-09
tuned fraction, neutral centre: 0.1861
tuned fraction on doubled grid: 0.1861
tuned occupied eigenvalue: -6.8179 eV
tuned vertical removal energy: 6.8179 eV
integral of eigenvalue over f: -6.8179 eV
eigenvalue at f=0: -4.9763 eV
eigenvalue at f=0.5: -6.9783 eV
eigenvalue at f=1: -6.8179 eV
J_W at tuned fraction: 3.6880 eV
J at tuned fraction: 7.9994 eV
X at tuned fraction: -3.4515 eV
L at tuned fraction: 0.1632 eV
ratio J_W/J: 0.4610; 1/eps: 0.3333
slope dP/da from D: -2.8298 eV
slope dP/da by finite difference: -2.8298 eV
P, a=1, no host polarization: -0.2927 eV
tuned fraction, +1 centre: 0.2983
+1 centre at neutral's fraction: eigenvalue -10.4842 eV
  removal energy 10.8323 eV, P +0.3480 eV
correlation: removal energy shift at fixed a +1.341 eV
correlation: P shift +0.345 eV, a shift +0.122
outside mass 0.4: tuned fraction 0.1937
  its removal energy: 5.007 eV
ionic relaxation estimate: 0.800 eV
thermal broadening at 300 K: 0.203 eV
barrier lowering at 1 MV/cm: 0.438 eV
cubic Madelung constant: 2.83730
uncorrected 1.26 nm cell: energy error 0.540 eV
  resulting first-order shift of a: -0.191
```
